**Free energy and Kohn-Sham potential of a density-dependent dielectric**

The program tests $\delta F/\delta n=\phi-\epsilon'(n)|\nabla\phi|^2/8\pi$ for $F=\frac1{8\pi}\int\epsilon(n)|\nabla\phi|^2d^3r$. Here $n$ is the electron density, $\epsilon(n)$ the permittivity and $\phi$ the electrostatic potential energy of an electron. In a two-dimensional periodic dielectric it asserts that the charge-potential, field and polarisation forms of $F$ agree, and that trial polarisations raise the energy while trial potentials lower the dual functional. It also asserts that energy differences reproduce the derivative: the output gives $-6.47338\times10^{-3}$ both ways, of which $-1.204\times10^{-3}$ is the permittivity part. For a model cation with two electrons, the Kohn-Sham energy is compared with a direct minimisation over 40 sine functions, which lies $6.7\times10^{-7}$ hartree higher. The eigenvalue is asserted to equal the derivative of the energy with respect to occupation, and both print as $-0.60220$ hartree. Leaving out the permittivity term raises the free energy by 0.0030 hartree, compared with a solvation free energy of $-0.2004$ hartree.

## Numerical verification

```python
"""Free energy and Kohn-Sham potential for a density-dependent permittivity.

Result under test (Hartree atomic units, electrons counted as positive charge):
  F[n] = (1/8 pi) int eps(n)|grad phi|^2,  div(eps grad phi) = -4 pi rho,
  dF/dn = phi - (1/8 pi) eps'(n)|grad phi|^2,
where n is the electron density, rho = n - core density, and phi is the
electrostatic potential energy of an electron.
The permittivity is eps(n) = 1 + (bulk-1)/(1+(n/n0)^(2 beta)).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize

PI = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def permittivity(n, bulk, n0, beta):
    return 1 + (bulk - 1) / (1 + (n / n0) ** (2 * beta))


def permittivity_slope(n, bulk, n0, beta):
    y = n / n0
    return (-(bulk - 1) * 2 * beta / n0 * y ** (2 * beta - 1)
            / (1 + y ** (2 * beta)) ** 2)


# ---------- Part A: two-dimensional periodic dielectric ----------
# Odd number of points: the spectral gradient annihilates constants only.
M, CELL = 31, 12.0
index = np.arange(M)
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
D1 = np.where(diff == 0, 0.0,
              (PI / CELL) * (-1.0) ** diff / np.sin(PI * safe / M))
DX, DY = np.kron(D1, np.eye(M)), np.kron(np.eye(M), D1)
area = (CELL / M) ** 2
X, Y = [a.ravel() for a in np.meshgrid(2 * PI * index / M,
                                       2 * PI * index / M, indexing="ij")]
plane_parameters = (5.0, 0.002, 1.0)      # bulk, n0, beta
n_plane = 0.02 * np.exp(1.5 * (np.cos(X) + np.cos(Y) - 2))
core_plane = np.exp(3 * (np.cos(X - 0.5) + np.cos(Y) - 2))
core_plane *= n_plane.sum() / core_plane.sum()


def solve_plane(eps, charge):
    operator = DX.T @ (eps[:, None] * DX) + DY.T @ (eps[:, None] * DY)
    return np.linalg.solve(operator + 1.0 / M**2, 4 * PI * charge)


def plane_energy(n):
    charge = n - core_plane
    phi = solve_plane(permittivity(n, *plane_parameters), charge)
    return 0.5 * area * np.sum(charge * phi), phi


F_plane, phi_plane = plane_energy(n_plane)
eps_plane = permittivity(n_plane, *plane_parameters)
rho_plane = n_plane - core_plane
gx, gy = DX @ phi_plane, DY @ phi_plane
grad2 = gx**2 + gy**2
field_energy = area * np.sum(eps_plane * grad2) / (8 * PI)
assert abs(field_energy / F_plane - 1) < 1e-8


def polarisation_energy(px, py):
    """Vacuum field energy of all charges plus cost of polarising."""
    psi = solve_plane(np.ones(M * M), rho_plane - DX @ px - DY @ py)
    vacuum = ((DX @ psi) ** 2 + (DY @ psi) ** 2) / (8 * PI)
    cost = 2 * PI * (px**2 + py**2) / (eps_plane - 1)
    return area * np.sum(vacuum + cost)


chi = (eps_plane - 1) / (4 * PI)
px, py = -chi * gx, -chi * gy
G_min = polarisation_energy(px, py)
dpx, dpy = 0.2 * px * np.cos(Y), 0.2 * py * (1 + np.sin(X))
G_up = polarisation_energy(px + dpx, py + dpy)
G_down = polarisation_energy(px - dpx, py - dpy)
assert abs(G_min / F_plane - 1) < 1e-8
assert G_up > G_min and G_down > G_min
# Equal rises on both sides: the first variation vanishes.
assert abs(G_up - G_down) < 1e-5 * (G_up - G_min)


def dual_energy(phi):
    g2 = (DX @ phi) ** 2 + (DY @ phi) ** 2
    return area * np.sum(rho_plane * phi - eps_plane * g2 / (8 * PI))


trial = 0.1 * phi_plane + 0.02 * np.abs(phi_plane).max() * np.sin(X + Y)
J_up, J_down = dual_energy(phi_plane + trial), dual_energy(phi_plane - trial)
assert abs(dual_energy(phi_plane) / F_plane - 1) < 1e-8
assert J_up < F_plane and J_down < F_plane
assert abs(J_up - J_down) < 1e-5 * (F_plane - J_up)

shape = np.cos(X) + 0.5 * np.sin(Y)
eta = n_plane * (shape - np.sum(n_plane * shape) / n_plane.sum())
step = 1e-3
numeric = (plane_energy(n_plane + step * eta)[0]
           - plane_energy(n_plane - step * eta)[0]) / (2 * step)
part_phi = area * np.sum(eta * phi_plane)
part_eps = -area * np.sum(
    eta * permittivity_slope(n_plane, *plane_parameters) * grad2) / (8 * PI)
mismatch = abs(numeric - part_phi - part_eps)
assert mismatch < 1e-4 * (abs(part_phi) + abs(part_eps))
assert abs(numeric - part_phi) > 100 * mismatch
assert abs(numeric - part_phi + part_eps) > 100 * mismatch

# ---------- Part B: spherical model cation, self-consistent ----------
CORE, WIDTH = 3.0, 1.0
BULK, N0, BETA = 80.0, 5e-4, 1.3
RADIUS = 14.0


def running_integral(f, h):
    """Integral from zero to each radius, f(0)=0, end-corrected trapezoid."""
    g = np.concatenate(([0.0], f))
    slope = np.gradient(g, h, edge_order=2)
    value = cumulative_trapezoid(g, dx=h, initial=0)
    return (value - h**2 / 12 * (slope - slope[0]))[1:]


def electrostatics(r, u, occupation, core, bulk):
    """Energy, phi, extra potential, density and permittivity."""
    h = r[0]
    n = occupation * u**2 / (4 * PI * r**2)
    core_density = core * np.exp(-(r / WIDTH) ** 2) / (PI * WIDTH**2) ** 1.5
    enclosed = running_integral(4 * PI * r**2 * (n - core_density), h)
    eps = permittivity(n, bulk, N0, BETA)
    field = enclosed / (eps * r**2)
    inner = running_integral(field, h)
    phi = enclosed[-1] / (bulk * r[-1]) + inner[-1] - inner
    energy = 0.5 * (running_integral(enclosed * field, h)[-1]
                    + enclosed[-1] ** 2 / (bulk * r[-1]))
    extra = -permittivity_slope(n, bulk, N0, BETA) * field**2 / (8 * PI)
    return energy, phi, extra, n, eps


def total_energy(r, u, occupation, bulk):
    h = r[0]
    kinetic = 0.5 * np.sum(np.diff(u, prepend=0, append=0) ** 2) / h
    solvent = electrostatics(r, u, occupation, CORE, bulk)[0]
    hartree = electrostatics(r, u, occupation, 0.0, 1.0)[0]
    return occupation * kinetic + solvent - 0.5 * hartree


def make_grid(h):
    return h * np.arange(1, int(round(RADIUS / h)) + 1)


def kohn_sham(r, occupation, bulk, use_extra=True):
    h = r[0]
    v = -(CORE - 1) / np.sqrt(r**2 + 0.8 * WIDTH**2)
    off = np.full(len(r) - 1, -0.5 / h**2)
    for _ in range(600):
        e, vec = eigh_tridiagonal(1 / h**2 + v, off, select="i",
                                  select_range=(0, 0))
        u = vec[:, 0] / np.sqrt(h)
        _, phi, extra, _, _ = electrostatics(r, u, occupation, CORE, bulk)
        v_hartree = electrostatics(r, u, occupation, 0.0, 1.0)[1]
        v_new = phi - 0.5 * v_hartree + (extra if use_extra else 0.0)
        change = np.max(np.abs(v_new - v))
        if change < 1e-8:
            break
        v = v + 0.3 * (v_new - v)
    assert change < 1e-8, "self-consistency not reached"
    return e[0], u, total_energy(r, u, occupation, bulk)


r = make_grid(0.01)
h = r[0]
e_vac, u_vac, E_vac = kohn_sham(r, 2.0, 1.0)
e_sol, u_sol, E_sol = kohn_sham(r, 2.0, BULK)
e_cut, u_cut, E_cut = kohn_sham(r, 2.0, BULK, use_extra=False)
_, phi_sol, extra, n_sol, eps_sol = electrostatics(r, u_sol, 2.0, CORE, BULK)


def direct_minimum(size):
    """Lowest energy in a sine basis, from energy values alone."""
    wave = np.arange(1, size + 1) * PI / (r[-1] + h)
    sines = np.sin(np.outer(r, wave)) * np.sqrt(2 / (r[-1] + h))
    scale = np.sqrt(1 + 0.5 * wave**2)     # evens out the curvature
    scaled_basis = sines / scale

    def energy(c):
        u = scaled_basis @ c
        return total_energy(r, u / np.sqrt(h * np.sum(u**2)), 2.0, BULK)

    def gradient(c):
        result = np.empty(size)
        for k in range(size):
            shift = np.zeros(size)
            shift[k] = 1e-5
            result[k] = (energy(c + shift) - energy(c - shift)) / 2e-5
        return result

    start = scale * (h * sines.T @ u_vac)
    return minimize(energy, start, jac=gradient, method="BFGS",
                    options={"gtol": 1e-5, "maxiter": 120}).fun


SMALL, LARGE = 20, 40
E_small, E_direct = direct_minimum(SMALL), direct_minimum(LARGE)
omission = E_cut - E_sol
assert E_direct < E_small + 1e-8
assert abs(E_direct - E_sol) < 5e-5, (E_small, E_direct, E_sol, E_cut)
assert omission > 5 * abs(E_direct - E_sol)

# The eigenvalue must be the derivative of the energy by occupation.
d_occ = 0.01
slope_occ = (kohn_sham(r, 2 + d_occ, BULK)[2]
             - kohn_sham(r, 2 - d_occ, BULK)[2]) / (2 * d_occ)
mean_extra = h * np.sum(u_sol**2 * extra)
assert abs(slope_occ - e_sol) < 1e-4
assert mean_extra > 10 * abs(slope_occ - e_sol)

rms_sol = np.sqrt(h * np.sum((r * u_sol) ** 2))
rms_cut = np.sqrt(h * np.sum((r * u_cut) ** 2))
assert np.all(extra >= 0) and rms_sol < rms_cut

solvation = E_sol - E_vac
frozen = total_energy(r, u_vac, 2.0, BULK) - E_vac
assert solvation < frozen < 0
coarse = make_grid(0.02)
solvation_coarse = (kohn_sham(coarse, 2.0, BULK)[2]
                    - kohn_sham(coarse, 2.0, 1.0)[2])
assert abs(solvation_coarse - solvation) < 2e-4
born_radius = -0.5 * (CORE - 2) ** 2 * (1 - 1 / BULK) / solvation
radius_n0 = np.interp(N0, n_sol[::-1], r[::-1])

# Density at which d(1/eps)/dn peaks, by search and by formula.
scan = np.linspace(0.1, 20, 20001) * N0
response = np.gradient(1 / permittivity(scan, BULK, N0, BETA), scan)
peak_scan = scan[np.argmax(response)] / N0
x_peak = BULK * (2 * BETA - 1) / (2 * BETA + 1)
peak_formula = x_peak ** (1 / (2 * BETA))
assert abs(peak_scan - peak_formula) < 5e-3
top = np.argmax(extra)

print("PLANE TEST (atomic units, energies per unit length)")
print(f"bulk eps, n0, beta: {plane_parameters}")
print(f"cell side: {CELL:.1f} bohr; grid {M} x {M}")
print(f"F from charge times potential: {F_plane:.8e}")
print(f"F from field energy:           {field_energy:.8e}")
print(f"F from polarisation minimum:   {G_min:.8e}")
print(f"rise for trial polarisation:   {G_up - G_min:.4e}")
print(f"drop for trial potential:      {F_plane - J_up:.4e}")
print(f"dF by energy differences:      {numeric:.7e}")
print(f"dF, phi part:                  {part_phi:.7e}")
print(f"dF, permittivity part:         {part_eps:.7e}")
print(f"dF, sum of both parts:         {part_phi + part_eps:.7e}")
print("MODEL CATION")
print(f"core charge {CORE:.0f} e, width {WIDTH:.1f} bohr, 2 electrons")
print(f"bulk eps {BULK:.0f}, n0 {N0:.4f} bohr^-3, beta {BETA:.1f}")
print(f"grid step {h:.2f} bohr, outer radius {RADIUS:.0f} bohr")
print(f"total energy, vacuum:          {E_vac:.5f} hartree")
print(f"total free energy, solvent:    {E_sol:.5f} hartree")
print(f"direct minimum, {LARGE} sines:      {E_direct:.5f} hartree")
print(f"{LARGE} sines minus Kohn-Sham:      {E_direct - E_sol:.1e} hartree")
print(f"{SMALL} sines minus Kohn-Sham:      {E_small - E_sol:.1e} hartree")
print(f"solvation free energy:         {solvation:.5f} hartree")
print(f"solvation free energy:         {solvation * HARTREE_EV:.3f} eV")
print(f"frozen-density part:           {frozen:.5f} hartree")
print(f"relaxation part:               {solvation - frozen:.5f} hartree")
print(f"solvation, step 0.02 bohr:     {solvation_coarse:.5f} hartree")
print(f"equivalent Born radius:        {born_radius:.3f} bohr")
print(f"radius where n = n0:           {radius_n0:.3f} bohr")
print(f"eigenvalue, vacuum:            {e_vac:.5f} hartree")
print(f"eigenvalue, solvent:           {e_sol:.5f} hartree")
print(f"dE/d(occupation), solvent:     {slope_occ:.5f} hartree")
print(f"orbital mean of extra term:    {mean_extra:.5f} hartree")
print(f"eigenvalue, term omitted:      {e_cut:.5f} hartree")
print(f"energy rise, term omitted:     {omission:.3e} hartree")
print(f"rms radius, with term:         {rms_sol:.4f} bohr")
print(f"rms radius, term omitted:      {rms_cut:.4f} bohr")
print(f"peak of d(1/eps)/dn, search:   {peak_scan:.3f} n0")
print(f"peak of d(1/eps)/dn, formula:  {peak_formula:.3f} n0")
print(f"eps at that density:           {1 + (BULK - 1) / (1 + x_peak):.3f}")
print(f"largest extra term:            {extra[top]:.5f} hartree")
print(f"  at radius {r[top]:.2f} bohr, n/n0 = {n_sol[top] / N0:.3f}, "
      f"eps = {eps_sol[top]:.3f}")
print("r (bohr)   n/n0        eps      extra term (hartree)")
for radius in (1.0, 2.0, 2.5, 3.0, 3.5, 4.0, 5.0):
    i = int(round(radius / h)) - 1
    print(f"{r[i]:5.2f}   {n_sol[i] / N0:10.4f}  {eps_sol[i]:8.4f}"
          f"   {extra[i]:.6f}")
print("PASS")
```

Output:

```
PLANE TEST (atomic units, energies per unit length)
bulk eps, n0, beta: (5.0, 0.002, 1.0)
cell side: 12.0 bohr; grid 31 x 31
F from charge times potential: 1.56094239e-02
F from field energy:           1.56094239e-02
F from polarisation minimum:   1.56094239e-02
rise for trial polarisation:   5.8412e-04
drop for trial potential:      2.5609e-04
dF by energy differences:      -6.4733792e-03
dF, phi part:                  -5.2691954e-03
dF, permittivity part:         -1.2041850e-03
dF, sum of both parts:         -6.4733805e-03
MODEL CATION
core charge 3 e, width 1.0 bohr, 2 electrons
bulk eps 80, n0 0.0005 bohr^-3, beta 1.3
grid step 0.01 bohr, outer radius 14 bohr
total energy, vacuum:          0.92312 hartree
total free energy, solvent:    0.72274 hartree
direct minimum, 40 sines:      0.72274 hartree
40 sines minus Kohn-Sham:      6.7e-07 hartree
20 sines minus Kohn-Sham:      5.2e-05 hartree
solvation free energy:         -0.20037 hartree
solvation free energy:         -5.452 eV
frozen-density part:           -0.19824 hartree
relaxation part:               -0.00213 hartree
solvation, step 0.02 bohr:     -0.20038 hartree
equivalent Born radius:        2.464 bohr
radius where n = n0:           3.301 bohr
eigenvalue, vacuum:            -1.01669 hartree
eigenvalue, solvent:           -0.60220 hartree
dE/d(occupation), solvent:     -0.60220 hartree
orbital mean of extra term:    0.01961 hartree
eigenvalue, term omitted:      -0.64127 hartree
energy rise, term omitted:     2.999e-03 hartree
rms radius, with term:         1.5969 bohr
rms radius, term omitted:      1.6475 bohr
peak of d(1/eps)/dn, search:   3.949 n0
peak of d(1/eps)/dn, formula:  3.949 n0
eps at that density:           3.161
largest extra term:            0.26946 hartree
  at radius 2.62 bohr, n/n0 = 4.950, eps = 2.216
r (bohr)   n/n0        eps      extra term (hartree)
 1.00     198.8206    1.0001   0.000040
 2.00      24.1746    1.0200   0.015438
 2.50       6.7264    1.5525   0.231772
 3.00       1.9864   12.3569   0.092915
 3.50       0.6378   61.2763   0.008694
 4.00       0.2078   78.6933   0.000826
 5.00       0.0223   79.9960   0.000009
PASS
```
